# Equilibrium critical thickness for edge and 60-degree misfit dislocations

## The problem

A film of thickness $h$ lies coherently on a thick (001) substrate. Matching the substrate stretches the film by the same small strain $f>0$ along both in-plane directions. Film and substrate are isotropic and share the shear modulus $\mu$ and Poisson ratio $\nu$. The surface is flat and free of traction.

A straight dislocation may lie in the interface along $[110]$. Take $\hat{\mathbf z}$ along the line, $\hat{\mathbf y}$ along the outward normal $[001]$, and $\hat{\mathbf x}=[\bar110]/\sqrt2$ across the line in the interface. These axes are right-handed. Two Burgers vectors of equal length $b=a/\sqrt2$, with $a$ the cubic lattice parameter, are to be compared:

$$\mathbf b_{\rm edge}=\tfrac a2[\bar110],\qquad \mathbf b_{60}=\tfrac a2[011].$$

The angle between $\mathbf b$ and the line is $\beta$, and that between $\mathbf b$ and $\hat{\mathbf x}$ is $\lambda$. Energies and forces are per unit length of line unless stated otherwise.

**Data.** With the origin on the line and $r^2=x^2+y^2$, a dislocation in an infinite medium has the stresses

$$\sigma_{xy}=D\frac{(b_xx+b_yy)(x^2-y^2)}{r^4},\qquad \sigma_{yz}=\frac{\mu b_z}{2\pi}\frac{x}{r^2},$$
$$\sigma_{yy}=D\frac{b_xy(x^2-y^2)+b_yx(x^2+3y^2)}{r^4},\qquad D=\frac{\mu}{2\pi(1-\nu)}.$$

A stress $\boldsymbol\sigma$ from any other source exerts the Peach–Koehler force $\mathbf F=(\mathbf b\cdot\boldsymbol\sigma)\times\hat{\mathbf z}$ on the line.

## Part (a): what each dislocation relieves

**Question.** Find the components of both Burgers vectors. Then find the elastic energy released by the misfit stress when a dislocation is brought from the surface to the interface.

**Answer.** Dividing the Burgers vectors by their length gives the unit vectors $[\bar110]/\sqrt2$ and $[011]/\sqrt2$. Their scalar products with the three axes are

$$\frac{(b_x,b_y,b_z)}{b}=(1,0,0)\ \text{(edge)},\qquad \left(\tfrac12,\tfrac1{\sqrt2},\tfrac12\right)\ \text{(60-degree)}.$$

Thus $\beta=90^\circ$ and $\cos\lambda=1$ for the edge dislocation, while $\cos\beta=\cos\lambda=\tfrac12$ for the other.

The misfit stress has $\sigma_{xx}=\sigma_{zz}=\sigma$, and $\sigma_{yy}=0$ because the surface is free. Let $e_y$ be the normal strain and $\Lambda=2\mu\nu/(1-2\nu)$ the Lamé constant. Hooke's law gives

$$\sigma=2\mu f+\Lambda(2f+e_y),\qquad 0=2\mu e_y+\Lambda(2f+e_y).$$

The second equation, with $\Lambda+2\mu=2\mu(1-\nu)/(1-2\nu)$, gives $e_y=-2\nu f/(1-\nu)$. Subtracting it from the first gives

$$\sigma=2\mu(f-e_y)=Mf,\qquad M=\frac{2\mu(1+\nu)}{1-\nu}.$$

For any vector $\mathbf A$, the $y$ component of $\mathbf A\times\hat{\mathbf z}$ is $-A_x$. Therefore

$$F_y=-(b_x\sigma_{xx}+b_y\sigma_{xy}+b_z\sigma_{xz}). \tag{1}$$

The misfit stress contributes $F_y=-Mfb_x$, a constant force into the film when $b_x>0$. Over the depth $h$ it releases the energy

$$G=Mf\,b_x\,h=Mf\,b\,h\cos\lambda. \tag{2}$$

The same result follows from the strain. A row of dislocations with spacing $S$ lowers the mean misfit strain across the lines by $b_x/S$. To first order this releases $\sigma h b_x/S$ per unit area, which is $\sigma h b_x$ for each line. The components $b_y$ and $b_z$ relieve no misfit in this direction, so a 60-degree dislocation does half the work of an edge dislocation.

## Part (b): what each dislocation costs

**Question.** Find the force that draws a dislocation at depth $h$ to the free surface. Deduce how its energy depends on depth.

**Answer.** The infinite-medium field leaves a traction on the plane $y=h$. Opposite loads on the surface cancel it, and the stress of these loads at the core supplies the force. The dislocation's own infinite-medium field is odd about the core and gives no net force.

First the field of one line load is needed. Let an in-plane load $\mathbf P$ per unit length act on the surface, and let $\mathbf r$ run from the load into the solid. The field is purely radial:

$$\sigma_{rr}=-\frac{2}{\pi}\frac{\mathbf P\cdot\hat{\mathbf r}}{r},\qquad\text{or}\qquad \sigma_{ij}=-\frac2\pi\frac{(\mathbf P\cdot\mathbf r)\,r_ir_j}{r^4}.$$

It is in equilibrium because $r\sigma_{rr}$ does not depend on $r$. It is compatible because its trace is harmonic, and it leaves the rest of the surface free. On a semicircle around the load, $\int\sigma_{rr}\hat{\mathbf r}\,r\,d\theta=-\mathbf P$, which balances the load. A load $P_z$ along the line similarly gives $\sigma_{rz}=-P_z/(\pi r)$: the displacement is proportional to $\ln r$, which is harmonic, and the semicircle again carries the whole load.

At the surface point $(s,h)$ the in-plane load per unit length of $s$ is $\mathbf P=-(\sigma_{xy},\sigma_{yy})$. The vector from there to the core is $\mathbf r=(-s,-h)$, with $r^2=s^2+h^2$. Hence

$$\mathbf P\cdot\mathbf r=s\sigma_{xy}+h\sigma_{yy}
=\frac{D}{r^4}\left[b_x(s^2-h^2)(s^2+h^2)+b_yhs(2s^2+2h^2)\right]$$
$$=\frac{D}{r^2}\left[b_x(s^2-h^2)+2b_yhs\right].$$

The stresses at the core are integrals over $s$, in which odd terms vanish. The substitution $s=h\tan\theta$ gives

$$\int_{-\infty}^{\infty}\frac{s^4\,ds}{r^6}=\frac1h\int_{-\pi/2}^{\pi/2}\sin^4\theta\,d\theta=\frac{3\pi}{8h},$$
$$\int_{-\infty}^{\infty}\frac{h^2s^2\,ds}{r^6}=\frac1h\int_{-\pi/2}^{\pi/2}\sin^2\theta\cos^2\theta\,d\theta=\frac{\pi}{8h}.$$

With $r_x^2=s^2$ and $r_xr_y=sh$,

$$\sigma_{xx}=-\frac{2Db_x}{\pi}\left(\frac{3\pi}{8h}-\frac{\pi}{8h}\right)=-\frac{Db_x}{2h},$$
$$\sigma_{xy}=-\frac{4Db_y}{\pi}\,\frac{\pi}{8h}=-\frac{Db_y}{2h}.$$

For the screw part, $P_z=-\mu b_zs/(2\pi r^2)$ and $r_x=-s$, so

$$\sigma_{xz}=-\frac1\pi\int_{-\infty}^{\infty}\frac{P_zr_x}{r^2}\,ds=-\frac{\mu b_z}{2\pi^2}\int_{-\infty}^{\infty}\frac{s^2\,ds}{r^4}=-\frac{\mu b_z}{4\pi h},$$

since the last integral is $\pi/(2h)$. Equation (1) now gives an upward force

$$F_y=\frac{\mu}{4\pi h}\left[\frac{b_x^2+b_y^2}{1-\nu}+b_z^2\right].$$

Here $b_z=b\cos\beta$ and $b_x^2+b_y^2=b^2(1-\cos^2\beta)$. Over the common denominator $1-\nu$, the bracket becomes $b^2(1-\nu\cos^2\beta)/(1-\nu)$, so

$$F_y=\frac Kh,\qquad K=\frac{\mu b^2(1-\nu\cos^2\beta)}{4\pi(1-\nu)}. \tag{3}$$

Lowering the line by $dh$ against this force costs $K\,dh/h$. Integration leaves one constant, which can be written as a number $\alpha$ inside the logarithm:

$$W(h)=K\ln\frac{\alpha h}{b}. \tag{4}$$

The number $\alpha$ contains the core energy and whatever else does not vary with depth. It may differ between the two dislocations. Equation (4) requires a depth well above the core size.

## Part (c): the critical thickness

**Question.** Define the equilibrium critical thickness through the energy of the first dislocation. Obtain an equation for it, and say why it also governs the start of an array.

**Answer.** Introducing one dislocation changes the energy by

$$\Delta E(h)=K\ln\frac{\alpha h}{b}-Mfbh\cos\lambda.$$

The critical thickness $h_c$ is the thickness above which $\Delta E<0$. Setting $\Delta E=0$, writing $L=\ln(\alpha h_c/b)$ and inserting $K$ and $M$ gives

$$h_c=\frac{KL}{Mfb\cos\lambda}
=\frac{\mu b^2(1-\nu\cos^2\beta)L}{4\pi(1-\nu)}\cdot\frac{1-\nu}{2\mu(1+\nu)fb\cos\lambda},$$

$$h_c=\frac{b\,(1-\nu\cos^2\beta)}{8\pi(1+\nu)f\cos\lambda}\,L. \tag{5}$$

The shear modulus cancels because cost and gain are both proportional to it. Equation (5) is implicit, since $L$ contains $h_c$.

An array of identical dislocations with spacing $S$ has the energy $\Delta E/S$ per unit area, plus interactions. As $S\to\infty$ the interaction energy per line vanishes, so the sign of $\Delta E$ decides whether a very dilute array lowers the energy. The critical thickness of an array is meant in this sense. The spacing reached in a thicker film would require the interactions.

## Part (d): the comparison at equal logarithm

**Question.** Let $f$, $b$ and $L$ be the same for both dislocations. Find the ratio of the critical thicknesses, its range for $0\le\nu\le\tfrac12$, and the origin of each factor.

**Answer.** Inserting the angles from part (a) in equation (5) gives

$$h_{\rm edge}=\frac{bL}{8\pi(1+\nu)f},\qquad
h_{60}=\frac{b(1-\nu/4)L}{4\pi(1+\nu)f}.$$

Dividing,

$$\boxed{\frac{h_{\rm edge}}{h_{60}}=\frac{1}{2(1-\nu/4)}=\frac{2}{4-\nu}} \tag{6}$$

The ratio rises from $0.50$ at $\nu=0$ to $0.57$ at $\nu=\tfrac12$, and is $0.54$ at $\nu=0.3$. The edge array therefore has roughly half the critical thickness of the 60-degree array.

The factor 2 is the ratio of the relieving components $b_x$. The factor $1-\nu/4$ is the ratio $K_{60}/K_{\rm edge}$: part of the 60-degree Burgers vector is of screw type, which costs less because it lacks the factor $1/(1-\nu)$. This saving is at most one eighth of the line energy, too little to offset the halved relief. The components $b_y$ and $b_z$ both cost energy and relieve nothing. The larger waste is in $b_y$, which is the longer of the two and costs as much as an equal $b_x$.

Equal logarithms at unequal thicknesses carry a hidden condition. They require $\alpha_{\rm edge}h_{\rm edge}=\alpha_{60}h_{60}$, so that $\alpha_{\rm edge}/\alpha_{60}=(4-\nu)/2$. If the two values of $\alpha$ are equal instead, equation (6) needs a correction. Equal $\alpha$ is a convenient choice, not a neutral one. The half-space elastic energy contains a depth-independent term $\mu(b_x^2-b_y^2)/[8\pi(1-\nu)]$, quoted here without derivation, when each energy is counted from the same core radius in the dislocation's own slip plane. At $\nu=0.3$ this term alone gives $\alpha_{\rm edge}/\alpha_{60}=1.89$, close to the $1.85$ that equal logarithms require.

## Part (e): each logarithm at its own thickness

**Question.** Give both dislocations the same $\alpha$. Identify the physical root of equation (5), and show whether the self-consistent ratio for this choice lies above or below equation (6). What happens as $f\to0$?

**Answer.** Define $x=\alpha h_c/b$ and $c=\alpha h_c/(bL)$. By equation (5), $c$ contains no logarithm and is known from the parameters. The condition becomes

$$x=c\ln x. \tag{7}$$

The energy $\Delta E$ has the sign of $g(x)=\ln x-x/c$. This function has its maximum $\ln c-1$ at $x=c$, so there are two roots when $c>e$. Since $g(1)<0$ and $g(e)=1-e/c>0$, the lower root lies between $1$ and $e$. For $\alpha=4$ this means a thickness below $b$, where equation (4) has no meaning. The upper root, $x>c$, is the critical thickness, because $\Delta E$ is negative beyond it.

Equation (7) can be written as $(-x/c)e^{-x/c}=-1/c$. The Lambert function $W_{-1}$ is the solution $w\le-1$ of $we^w=t$, so

$$x=-c\,W_{-1}(-1/c).$$

On the upper root $x>e$, and there $c=x/\ln x$ increases with $x$, because $dc/dx=(\ln x-1)/\ln^2x>0$. The 60-degree dislocation has the larger $c$, by the factor $\kappa=(4-\nu)/2$. It therefore has the larger $x$ and the larger logarithm, and

$$\frac{h_{\rm edge}}{h_{60}}=\frac{2}{4-\nu}\,\frac{L_{\rm edge}}{L_{60}}<\frac{2}{4-\nu}. \tag{8}$$

To find the limit, put $q=L_{60}/L_{\rm edge}$. The difference of the logarithms is $L_{60}-L_{\rm edge}=\ln(h_{60}/h_{\rm edge})=\ln(\kappa q)$. Since $\ln q\le q-1$,

$$(q-1)L_{\rm edge}\le\ln\kappa+q-1,\qquad\text{so}\qquad q-1\le\frac{\ln\kappa}{L_{\rm edge}-1}.$$

As $f\to0$, $c$ and $L_{\rm edge}$ grow without limit and $q\to1$. The ratio then approaches equation (6), but slowly: since $\ln q>0$, also $q-1>\ln\kappa/L_{\rm edge}$, and $L_{\rm edge}$ grows only logarithmically.

## Part (f): a numerical case

**Question.** Take $b=0.40$ nm, $\nu=0.30$, $\mu=50$ GPa, $f=1\%$ and $\alpha=4$ as model parameters. Find the critical thicknesses with a common $L=4$ and then self-consistently. Compare the energies at $h=7$ nm. How sensitive is the ratio to $f$ and $\alpha$?

**Answer.** The lengths that multiply the logarithm in equation (5) are

$$\frac{h_{\rm edge}}{L}=\frac{0.40}{8\pi(1.30)(0.010)}=1.224\ \text{nm},$$
$$\frac{h_{60}}{L}=2(0.925)(1.224)=2.265\ \text{nm}.$$

With $L=4$ the thicknesses are $4.90$ nm and $9.06$ nm, in the ratio $0.54$.

For the self-consistent values, $c=4(1.224)/0.40=12.24$ for the edge dislocation and $22.65$ for the 60-degree one. Numerical evaluation of the Lambert function gives

$$h_{\rm edge}=4.72\ \text{nm}=47.2\ \text{Å},\qquad h_{60}=10.55\ \text{nm}=105.5\ \text{Å}.$$

The logarithms are $3.85$ and $4.66$, and the ratio falls to $0.45$. The common value $L=4$ was slightly too large for one dislocation and too small for the other.

At $h=7$ nm, between the two thicknesses, the biaxial modulus is $M=2(50)(1.30)/0.70=185.7$ GPa and the misfit stress is $1.857$ GPa. Since $1\ \text{GPa nm}^2=1\ \text{nJ/m}$, equation (3) gives

$$K_{\rm edge}=\frac{50(0.40)^2}{4\pi(0.70)}=0.9095\ \text{nJ/m},\qquad K_{60}=0.925K_{\rm edge}=0.841\ \text{nJ/m}.$$

The logarithm is $\ln(4\times7/0.40)=\ln70$ for both. In nJ/m, the energy changes are

- edge: $K_{\rm edge}\ln70-1.857(7)(0.40)=3.86-5.20=-1.34$;
- 60-degree: $K_{60}\ln70-1.857(7)(0.20)=3.57-2.60=+0.97$.

The costs differ by less than a tenth, while the gains differ by a factor of two. At this thickness the edge dislocation lowers the energy and the 60-degree dislocation raises it.

Solving equation (7) at other misfits, with $\alpha=4$ for both, gives:

| $f$ (%) | $h_{\rm edge}$ (nm) | $h_{60}$ (nm) | ratio |
|---|---|---|---|
| 0.01 | 1144 | 2272 | 0.50 |
| 0.5 | 11.65 | 25.01 | 0.47 |
| 1 | 4.72 | 10.55 | 0.45 |
| 2 | 1.75 | 4.24 | 0.41 |

Even at $f=0.01\%$ the ratio has not reached $0.54$, as the slow approach in part (e) implies. At $2\%$ the edge value is little more than four Burgers lengths, so a continuum energy with a constant $\alpha$ is doubtful there.

At $f=1\%$, a factor of two in one core parameter changes the ratio more than a factor of two in the misfit. Keep $\alpha=4$ for the 60-degree dislocation. The ratio is then $0.33$ if the edge dislocation has $\alpha=2$, and $0.55$ if it has $\alpha=8$. The inequality (8) therefore holds for equal $\alpha$ and can fail otherwise. "Roughly half" describes the elastic prefactors; a sharper figure needs both values of $\alpha$. With $\alpha_{60}=4$ and $\alpha_{\rm edge}/\alpha_{60}=1.89$, the value for equal core radii in part (d), the ratio is $0.54$ at every misfit in the table. The fall below equation (6) in the table thus belongs to the choice of equal $\alpha$.

## Part (g): can the favoured dislocation form?

**Question.** Does the lower critical thickness mean that edge dislocations will glide in from the surface? Consider the glide planes, and the sum of two 60-degree Burgers vectors.

**Answer.** A dislocation glides in the plane that contains its line and its Burgers vector. For the edge dislocation this is the interface plane or a plane parallel to it. The misfit and surface forces on a straight line both point along $y$, normal to that plane, so neither has a glide component. A straight edge dislocation can descend from the surface only by climb, which requires the transport of atoms.

For the 60-degree dislocation, $[011]\times[110]=[\bar11\bar1]$, so the glide plane is an inclined $\{111\}$ plane. The glide direction across the line is $(b_x,b_y)/\sqrt{b_x^2+b_y^2}$. The misfit force $F_y=-\sigma b_x$ has a component along it of magnitude

$$\frac{\sigma b_xb_y}{\sqrt{b_x^2+b_y^2}}=\sigma b\,\frac{(1/2)(1/\sqrt2)}{\sqrt3/2}=\frac{\sigma b}{\sqrt6}\approx0.41\,\sigma b.$$

The surface attraction of equation (3) opposes this force. The two balance at the depth $K_{60}/(\sigma b_x)$, which is $2.3$ nm in the case of part (f). Below that depth the misfit stress can drive the dislocation to the interface by glide, although its critical thickness is larger. Nearer the surface the attraction wins, so a straight line entering there must first overcome an energy barrier.

Two 60-degree dislocations can also supply an edge dislocation, because

$$\tfrac a2[011]+\tfrac a2[\bar10\bar1]=\tfrac a2[\bar110].$$

Both have $b_x=b/2$, so the relief is unchanged by the reaction. Their normal and screw components cancel. With equal logarithms, two separate lines cost $2K_{60}L=(2-\nu/2)K_{\rm edge}L$, whereas the product costs $K_{\rm edge}L$. The reaction is thus favourable at this level, once both lines have reached the interface and met. This estimate leaves out their interaction. At separations of order $h$ and beyond the interaction energy is positive, and it turns negative only at separations well below $h$, so the lines must cross a barrier before they meet. Equation (6) compares equilibrium energies; which dislocations a growing film contains also depends on whether such routes are open.

Numerical values quoted here were computed with a short program.
